**Isotropic Seebeck coefficient in an anisotropic two-dimensional band**

For one parabolic band with masses $m_x,m_y$ and a scalar relaxation time $\tau(E)$, the conductivity $\sigma_i$ scales as $1/m_i$, while the Seebeck coefficient $S$ is the same in all directions. The program sums velocities and occupations over a square grid of wavevectors and asserts agreement with the derived energy integral, including for an ellipse tilted by 30°. It also asserts the closed Fermi-integral form for $\tau\propto E^r$ with $r=0$ and $r=1$, and checks the thermal current against a finite temperature difference of the Fermi function. For a mass ratio of three, the output gives $\sigma_y/\sigma_x=3.00$ and $S=-198.9$ µV/K along both axes. Control cases with split valleys, nonparabolicity in one direction and remote charged impurities give different values of $S_x$ and $S_y$. The largest difference among the printed cases is 47 µV/K, for six valleys split by 50 meV. The parameters are rough or chosen values for a strained antimony monolayer, not a computed band structure.

## Program and output

```python
"""Result under test: for one parabolic 2D band with masses mx, my and a scalar
relaxation time tau(E), conductivity scales as 1/m_i but the Seebeck tensor is
S times the unit matrix.  K_n = integral of (-df/dE)(E-mu)^n Xi(E), where Xi is
the transport distribution; sigma = e^2 K_0, S = -K_0^-1 K_1/(eT).
Internal units: eV, nm, fs, K; masses in free-electron masses.
Model parameters are rough values for strained buckled monolayer antimony.
"""
import numpy as np
import mpmath as mp
from scipy import constants as c
from scipy.optimize import brentq
from scipy.special import expit

T = 300.0
KT = c.k * T / c.e
HBAR = c.hbar / c.e * 1e15                 # eV fs
H2M = c.hbar**2 / c.m_e / c.e * 1e18       # eV nm^2
SIEMENS = c.e * 1e15                       # K_0 in 1/(eV fs) -> siemens
MX, MY, PAIR = 0.45, 0.15, 2
DENSITY = 0.05                            # nm^-2
TAU_A, TAU_I = 60.0, 120.0                 # fs
SPLITTING, GAP, ALPHA = 0.2, 1.5, 0.5      # eV, eV, 1/eV
DISTANCE, KAPPA = 1.0, 4.0                # impurity distance nm, dielectric constant
MD = np.sqrt(MX * MY)


def tau_mixed(E):
    """Uniform scattering plus a rate inversely proportional to energy."""
    x = E / KT
    return TAU_A * x / (x + TAU_A / TAU_I)


def dos(md, valleys):
    return valleys * md / (np.pi * H2M)


def chemical_potential(md):
    return KT * np.log(np.expm1(DENSITY / (dos(md, PAIR) * KT)))


def inverse_mass(mx, my, angle=0.0):
    co, si = np.cos(angle), np.sin(angle)
    rot = np.array([[co, -si], [si, co]])
    return rot @ np.diag([1 / mx, 1 / my]) @ rot.T


def parabola(mx, my, angle=0.0):
    w = inverse_mass(mx, my, angle)
    return lambda kx, ky: 0.5 * H2M * (
        w[0, 0] * kx**2 + 2 * w[0, 1] * kx * ky + w[1, 1] * ky**2)


k_axis = np.linspace(-3.6, 3.6, 301)
KX, KY = np.meshgrid(k_axis, k_axis, indexing="ij")
CELL = 2 * (k_axis[1] - k_axis[0])**2 / (2 * np.pi)**2


def band_data(energy):
    """Energy and numerically differentiated velocity on a square k grid."""
    h = 1e-4
    vx = (energy(KX + h, KY) - energy(KX - h, KY)) / (2 * h * HBAR)
    vy = (energy(KX, KY + h) - energy(KX, KY - h)) / (2 * h * HBAR)
    return energy(KX, KY), (vx, vy)


def k_sums(energy, mu, tau=tau_mixed, valleys=PAIR):
    E, v = band_data(energy)
    f = expit((mu - E) / KT)
    base = valleys * CELL * tau(E) * f * expit((E - mu) / KT) / KT
    K = np.array([[[np.sum(a * b * base * (E - mu)**n) for b in v]
                   for a in v] for n in range(3)])
    return K, valleys * CELL * f.sum()


def seebeck(K):
    return -1e6 * np.linalg.solve(K[0], K[1]) / T


nodes, weights = np.polynomial.legendre.leggauss(100)
EN = 20 * KT * (nodes + 1)
WT = 20 * KT * weights


def thermal_weight(mu):
    return WT * expit((mu - EN) / KT) * expit((EN - mu) / KT) / KT


def scalar_integrals(mu, md):
    base = thermal_weight(mu) * dos(md, PAIR) * EN * tau_mixed(EN) * H2M / HBAR**2
    return np.array([np.sum(base * (EN - mu)**n) for n in range(3)])


# Main result: square-grid sums on a tilted ellipse against the energy integral
mu = chemical_potential(MD)
scalar_K = scalar_integrals(mu, MD)
S_formula = -1e6 * scalar_K[1] / scalar_K[0] / T
tilt = np.pi / 6
K_tilt, n_tilt = k_sums(parabola(MX, MY, tilt), mu)
assert abs(n_tilt / DENSITY - 1) < 1e-7
for n in range(3):
    expected = inverse_mass(MX, MY, tilt) * scalar_K[n]
    assert np.allclose(K_tilt[n], expected, rtol=1e-6, atol=1e-12)
assert np.allclose(seebeck(K_tilt), S_formula * np.eye(2), atol=1e-4)
assert abs(K_tilt[0, 0, 1] / K_tilt[0, 0, 0]) > 0.1

K, n_k = k_sums(parabola(MX, MY), mu)
S = np.diag(seebeck(K))
sigma = SIEMENS * np.diag(K[0])
mobility = sigma / (c.e * DENSITY * 1e14)
heat = SIEMENS * np.diag(K[2] - K[1] @ np.linalg.solve(K[0], K[1])) / T
lorenz = heat / (sigma * T)
assert abs(sigma[1] / sigma[0] - MX / MY) < 1e-6
assert abs(heat[1] / heat[0] - MX / MY) < 1e-6
assert abs(lorenz[1] / lorenz[0] - 1) < 1e-6

# Thermal current from a finite temperature difference of the Fermi function
E_grid, velocity = band_data(parabola(MX, MY))
dT = 0.01
df_dT = (expit((mu - E_grid) / (KT * (1 + dT / T)))
         - expit((mu - E_grid) / (KT * (1 - dT / T)))) / (2 * dT)
thermal_coeff = np.array([PAIR * CELL * np.sum(v**2 * tau_mixed(E_grid) * df_dT)
                          for v in velocity]) * SIEMENS
assert np.allclose(thermal_coeff, -sigma * S * 1e-6, rtol=1e-5)
thermal_current = thermal_coeff * 1e6 * 1e3      # nA/um for 1 K/um

# Power-law scattering: closed Fermi-integral form against grid sums
eta = mu / KT


def fermi_integral(j):
    return float(mp.re(-mp.gamma(j + 1) * mp.polylog(j + 1, -mp.exp(eta))))


power_S = []
for r in (0, 1):
    K_r, _ = k_sums(parabola(MX, MY), mu, lambda E: TAU_A * (E / KT)**r)
    closed = -1e6 * c.k / c.e * (
        (r + 2) * fermi_integral(r + 1) / ((r + 1) * fermi_integral(r)) - eta)
    assert np.allclose(seebeck(K_r), closed * np.eye(2), atol=1e-4)
    power_S.append(closed)

# Mass ratio at fixed density-of-states mass, then a heavier band at fixed density
for ratio in (1.0, 10.0):
    K_ratio, _ = k_sums(parabola(MD * ratio**0.5, MD / ratio**0.5), mu)
    assert np.allclose(seebeck(K_ratio), S_formula * np.eye(2), atol=1e-4)
mu_heavy = chemical_potential(2 * MD)
K_heavy = scalar_integrals(mu_heavy, 2 * MD)
S_heavy = -1e6 * K_heavy[1] / K_heavy[0] / T
assert S_heavy < S_formula


# Nonparabolicity: shared by both directions, or only in the light direction
def bend(gamma):
    return (np.sqrt(1 + 4 * ALPHA * gamma) - 1) / (2 * ALPHA)


K_shared, _ = k_sums(lambda x, y: bend(parabola(MX, MY)(x, y)), mu)
S_shared = np.diag(seebeck(K_shared))
K_single, _ = k_sums(lambda x, y: H2M * x**2 / (2 * MX)
                     + bend(H2M * y**2 / (2 * MY)), mu)
S_single = np.diag(seebeck(K_single))
assert abs(S_shared[0] - S_shared[1]) < 1e-4
assert S_single[1] - S_single[0] > 0.1

# Six valleys: one pair at zero, two rotated pairs higher by the splitting
valley_rows = []
for delta in (0.0, 0.05, 0.1, SPLITTING, 0.3):
    def excess(m):
        return dos(MD, 2) * KT * (np.logaddexp(0, m / KT)
                                  + 2 * np.logaddexp(0, (m - delta) / KT)) - DENSITY
    m = brentq(excess, -0.5, 0.5, xtol=1e-14)
    parts = [k_sums(parabola(MX, MY, a), m - shift, valleys=2)
             for a, shift in ((0, 0), (np.pi / 3, delta), (-np.pi / 3, delta))]
    K_all = sum(p[0] for p in parts)
    assert abs(sum(p[1] for p in parts) / DENSITY - 1) < 1e-7
    S_all = np.diag(seebeck(K_all))
    valley_rows.append((delta, S_all[0], S_all[1], K_all[0, 1, 1] / K_all[0, 0, 0]))
assert abs(valley_rows[0][1] - valley_rows[0][2]) < 1e-4
assert abs(valley_rows[0][3] - 1) < 1e-6
assert all(row[1] < row[2] for row in valley_rows[1:])
assert (valley_rows[3][2] - valley_rows[3][1]
        > valley_rows[4][2] - valley_rows[4][1])

# Full elastic Boltzmann solution on each elliptical energy contour
Q_SCREEN = (c.e / (2 * c.epsilon_0 * KAPPA) * 1e9
            * dos(MD, PAIR) * expit(mu / KT))


def impurity_shape(q):
    return (np.exp(-q * DISTANCE) / (q + Q_SCREEN))**2


def contour(E, mx, my, points):
    theta = 2 * np.pi * (np.arange(points) + 0.5) / points
    masses = np.array([mx, my])
    k = np.column_stack((np.cos(theta), np.sin(theta))) * np.sqrt(2 * masses * E / H2M)
    q = np.linalg.norm(k[:, None] - k[None, :], axis=2)
    return theta, H2M / HBAR * k / masses, q


strength = 1 / TAU_I / impurity_shape(contour(KT, MX, MY, 96)[2]).mean()


def direction_times(E, uniform_rate, impurity, mx=MX, my=MY, points=96):
    """Effective relaxation time along x and y from the vector free path."""
    _, v, q = contour(E, mx, my, points)
    rate = (uniform_rate + impurity * impurity_shape(q)) / points
    out_rate = rate.sum(axis=1)
    collision = np.diag(out_rate) - rate
    path = np.linalg.solve(collision + out_rate.mean() / points, v)
    return (v * path).mean(axis=0) / (v**2).mean(axis=0)


assert np.allclose(direction_times(KT, 1 / TAU_A, 0), TAU_A, rtol=1e-9)
angle, _, q_circle = contour(KT, MD, MD, 96)
loss = strength * np.mean(impurity_shape(q_circle[0]) * (1 - np.cos(angle - angle[0])))
assert np.allclose(direction_times(KT, 0, strength, MD, MD), 1 / loss, rtol=1e-8)


def contour_seebeck(uniform_rate, points=96):
    times = np.array([direction_times(E, uniform_rate, strength, points=points)
                      for E in EN])
    xi = times * EN[:, None] / np.array([MX, MY])
    w = thermal_weight(mu)[:, None] * xi
    mean_E = (w * EN[:, None]).sum(axis=0) / w.sum(axis=0)
    p = w[:, 1] / w[:, 1].sum()
    R = xi[:, 0] / xi[:, 1]
    covariance = p @ (EN * R) - (p @ EN) * (p @ R)
    values = -1e6 * (mean_E - mu) / T
    assert abs(values[0] - values[1] + 1e6 * covariance / (p @ R) / T) < 1e-7
    return values


S_imp = contour_seebeck(0.0)
S_mix = contour_seebeck(1 / TAU_A)
assert np.allclose(S_imp, contour_seebeck(0.0, 160), atol=0.1)
assert S_imp[0] < S_imp[1]
ratios = []
for x in (0.3, 1.0, 3.0):
    t = direction_times(x * KT, 0, strength)
    ratios.append(t[0] / t[1])
assert ratios[2] > ratios[0]

mean_tau = mobility[1] * 1e-4 * MY * c.m_e / c.e * 1e15
print(f"temperature {T:.0f} K; kT {1e3*KT:.2f} meV")
print(f"masses x, y, density-of-states: {MX}, {MY}, {MD:.4f} m0")
print(f"lowest valleys {PAIR}; sheet density {DENSITY*1e14:.1e} cm^-2")
print(f"tau uniform {TAU_A:.0f} fs; tau energy-linear at kT {TAU_I:.0f} fs")
print(f"density of states {dos(MD,PAIR)*1e14:.3e} eV^-1 cm^-2")
print(f"chemical potential {1e3*mu:.2f} meV; eta {eta:.4f}")
print(f"mean energy in current {1e3*(mu+scalar_K[1]/scalar_K[0]):.2f} meV")
print(f"mobility x, y: {mobility[0]:.1f}, {mobility[1]:.1f} cm2/Vs")
print(f"sheet conductivity x, y: {1e6*sigma[0]:.2f}, {1e6*sigma[1]:.2f} uS")
print(f"conductivity ratio y/x: {sigma[1]/sigma[0]:.4f}")
print(f"Seebeck x, y from k sums: {S[0]:.3f}, {S[1]:.3f} uV/K")
print(f"Seebeck from energy integral: {S_formula:.3f} uV/K")
print(f"thermal current x, y at 1 K/um: {thermal_current[0]:.2f}, "
      f"{thermal_current[1]:.2f} nA/um")
pf = sigma * (S * 1e-6)**2 * 1e12
print(f"sheet power factor x, y: {pf[0]:.3f}, {pf[1]:.3f} pW/K^2")
print(f"electronic heat conductance x, y: {1e9*heat[0]:.3f}, {1e9*heat[1]:.3f} nW/K")
print(f"Lorenz number x, y: {1e8*lorenz[0]:.4f}, {1e8*lorenz[1]:.4f} 1e-8 V^2/K^2")
St = seebeck(K_tilt)
print(f"30 deg frame: sigma_xx, yy, xy {1e6*SIEMENS*K_tilt[0,0,0]:.2f}, "
      f"{1e6*SIEMENS*K_tilt[0,1,1]:.2f}, {1e6*SIEMENS*K_tilt[0,0,1]:.2f} uS")
print(f"30 deg frame: S_xx, S_yy {St[0,0]:.3f}, {St[1,1]:.3f} uV/K; "
      f"|S_xy| {abs(St[0,1]):.1e} uV/K")
print(f"Seebeck for r=0, r=1: {power_S[0]:.3f}, {power_S[1]:.3f} uV/K")
print(f"both masses doubled, same density: mu {1e3*mu_heavy:.2f} meV, "
      f"S {S_heavy:.3f} uV/K")
print(f"nonparabolicity {ALPHA} eV^-1, same mu in both cases")
print(f"  shared: S_x, S_y {S_shared[0]:.3f}, {S_shared[1]:.3f} uV/K")
print(f"  light direction only: S_x, S_y {S_single[0]:.3f}, {S_single[1]:.3f} uV/K")
print("six valleys at fixed density (example splitting "
      f"{1e3*SPLITTING:.0f} meV)")
for delta, sx, sy, ratio in valley_rows:
    print(f"  splitting {1e3*delta:.0f} meV: S_x {sx:.3f}, S_y {sy:.3f} uV/K, "
          f"sigma_y/sigma_x {ratio:.4f}")
print(f"impurity distance {DISTANCE} nm; dielectric constant {KAPPA}; "
      f"screening {Q_SCREEN:.3f} nm^-1")
print("impurity tau_x/tau_y at 0.3, 1, 3 kT: " + ", ".join(f"{r:.4f}" for r in ratios))
print(f"impurities only: S_x, S_y {S_imp[0]:.2f}, {S_imp[1]:.2f} uV/K")
print(f"impurities plus uniform: S_x, S_y {S_mix[0]:.2f}, {S_mix[1]:.2f} uV/K")
print(f"gap {GAP} eV; hole Boltzmann factor {np.exp(-(GAP+mu)/KT):.1e}")
print(f"mobility-average tau {mean_tau:.2f} fs; hbar/tau {1e3*HBAR/mean_tau:.2f} meV; "
      f"ratio to kT {HBAR/mean_tau/KT:.3f}")
print("all assertions hold")
```

It prints:

```
temperature 300 K; kT 25.85 meV
masses x, y, density-of-states: 0.45, 0.15, 0.2598 m0
lowest valleys 2; sheet density 5.0e+12 cm^-2
tau uniform 60 fs; tau energy-linear at kT 120 fs
density of states 2.171e+14 eV^-1 cm^-2
chemical potential 9.38 meV; eta 0.3630
mean energy in current 69.06 meV
mobility x, y: 184.1, 552.2 cm2/Vs
sheet conductivity x, y: 147.45, 442.36 uS
conductivity ratio y/x: 3.0000
Seebeck x, y from k sums: -198.926, -198.926 uV/K
Seebeck from energy integral: -198.926 uV/K
thermal current x, y at 1 K/um: 29.33, 88.00 nA/um
sheet power factor x, y: 5.835, 17.505 pW/K^2
electronic heat conductance x, y: 0.739, 2.218 nW/K
Lorenz number x, y: 1.6715, 1.6715 1e-8 V^2/K^2
30 deg frame: sigma_xx, yy, xy 221.18, 368.63, -127.70 uS
30 deg frame: S_xx, S_yy -198.926, -198.926 uV/K; |S_xy| 6.4e-13 uV/K
Seebeck for r=0, r=1: -183.227, -260.089 uV/K
both masses doubled, same density: mu -14.93 meV, S -260.202 uV/K
nonparabolicity 0.5 eV^-1, same mu in both cases
  shared: S_x, S_y -196.744, -196.744 uV/K
  light direction only: S_x, S_y -199.837, -196.374 uV/K
six valleys at fixed density (example splitting 200 meV)
  splitting 0 meV: S_x -295.811, S_y -295.811 uV/K, sigma_y/sigma_x 1.0000
  splitting 50 meV: S_x -296.835, S_y -249.975 uV/K, sigma_y/sigma_x 1.8538
  splitting 100 meV: S_x -243.760, S_y -213.245 uV/K, sigma_y/sigma_x 2.6850
  splitting 200 meV: S_x -201.106, S_y -199.463 uV/K, sigma_y/sigma_x 2.9922
  splitting 300 meV: S_x -198.995, S_y -198.942 uV/K, sigma_y/sigma_x 2.9998
impurity distance 1.0 nm; dielectric constant 4.0; screening 2.896 nm^-1
impurity tau_x/tau_y at 0.3, 1, 3 kT: 1.3068, 1.5735, 1.9722
impurities only: S_x, S_y -287.82, -271.66 uV/K
impurities plus uniform: S_x, S_y -191.21, -193.84 uV/K
gap 1.5 eV; hole Boltzmann factor 4.4e-26
mobility-average tau 47.09 fs; hbar/tau 13.98 meV; ratio to kT 0.541
all assertions hold
```
